# Why Parallel Electric and Magnetic Fields Change Axial Charge

**Question.** The Hamiltonian of a massless Dirac fermion never turns a right-handed particle into a left-handed one. Why, then, does the difference between their numbers change when an electric field is applied along a magnetic field, and how fast does it change?

## Two separate seas

A massless Dirac fermion of charge $q$, with $|q|=e$, consists of two independent two-component fermions with Hamiltonians

$$H_R=c\,\boldsymbol\sigma\cdot\boldsymbol\pi,\qquad H_L=-c\,\boldsymbol\sigma\cdot\boldsymbol\pi,\qquad \boldsymbol\pi=\mathbf p-q\mathbf A .$$

Nothing couples R to L, so no transition changes handedness. But each kind has a filled sea of negative-energy states without a bottom. Its number is therefore defined relative to the sea: a filled positive-energy state counts as one particle, and an empty negative-energy state as one antiparticle. Let $N_R$ and $N_L$ be particles minus antiparticles of each kind. These numbers can change without any transition, if a filled state moves from negative to positive energy. The task is to find the states that do so.

Let both fields be uniform, constant and externally fixed, along $z$. The potential $\mathbf A=(0,Bx,-Et)$ gives $B_z=\partial_xA_y=B$ and $E_z=-\partial_tA_z=E$. Take $qB>0$ for now. The kinetic momentum along the fields, for a plane wave $e^{ik_zz}$, is

$$P(t)=\hbar k_z+qEt .$$

## Which levels can cross zero?

The transverse components do not commute:

$$[\pi_x,\pi_y]=[p_x,-qBx]=i\hbar qB .$$

The other two commutators vanish. Using $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+i\sigma_z[\pi_x,\pi_y]=\pi_z^2+\pi_x^2+\pi_y^2-\hbar qB\,\sigma_z .$$

On a plane wave $e^{ik_yy}$ the transverse part is an oscillator:

$$\pi_x^2+\pi_y^2=p_x^2+(qB)^2(x-x_0)^2,\qquad x_0=\frac{\hbar k_y}{qB}.$$

Comparing with $p^2/2M+M\omega^2x^2/2$ gives $M=1/2$ and $\omega=2qB$, so the eigenvalues are $\hbar\omega(n+\tfrac12)=\hbar qB(2n+1)$. The spin term subtracts $\hbar qB$ for spin up and adds it for spin down. Altogether

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=P^2+2\hbar qB\,N,$$

with $N=n$ for spin up and $N=n+1$ for spin down. For each $k_y$ and $k_z$, a level $N\ge1$ contains two states, one of each spin. The level $N=0$ contains one state, with spin up.

Write $D=\sigma_x\pi_x+\sigma_y\pi_y$, so that $H_R=c(\sigma_zP+D)$ and $D^2$ has eigenvalue $2\hbar qBN$. Both $\sigma_z$ and $D$ commute with $D^2$, so $H_R$ acts within each level.

**Levels with $N\ge1$.** In the two-state space, $\sigma_zP$ has diagonal entries $P$ and $-P$, while $D$ flips the spin and has no diagonal entries. The trace is zero, so the two energies are opposite:

$$\mathcal E=\pm c\sqrt{P^2+2\hbar qB\,N}.$$

They never reach zero. The field may still lift a fermion from the lower to the upper state. That makes one particle and one antiparticle of the same handedness, and $N_R$ is unchanged. The same holds for $N_L$.

**The level $N=0$.** Here $D^2\psi=0$. Since $D$ is Hermitian, $\|D\psi\|^2=\langle\psi|D^2|\psi\rangle=0$, and hence $D\psi=0$. With spin up,

$$\mathcal E_R=+cP,\qquad \mathcal E_L=-cP .$$

Each is a single straight line through zero, without a partner of opposite energy. These are the states that cross.

No slow-field approximation is needed for them. The spinor of the $N=0$ state does not depend on $P$, so the time-dependent equation reduces to $i\hbar\,\partial_t\psi=\pm cP(t)\psi$. Its solution is the same state multiplied by the phase

$$\exp\!\left[\mp\frac{ic}{\hbar}\left(\hbar k_zt+\tfrac12qEt^2\right)\right],$$

with the upper sign for R. The fermion stays on its line while $P$ changes.

## Counting the crossings

Let the box have cross-section $S=L_xL_y$, length $L$ along the fields, and volume $V=SL$.

First count the orbitals at one value of $P$. Allowed $k_y$ are spaced by $2\pi/L_y$, so the centres $x_0$ are spaced by $2\pi\hbar/(qBL_y)$. The number of centres within $L_x$, apart from edge corrections, is

$$\frac{L_x}{2\pi\hbar/(qBL_y)}=\frac{qB\,S}{2\pi\hbar}.$$

This is one orbital per flux quantum $h/e$.

Next, allowed values of $P$ are spaced by $2\pi\hbar/L$, and all of them move at the rate $dP/dt=qE$. In each orbital, levels pass zero at the average rate $qEL/(2\pi\hbar)$. For $qE>0$, filled right-handed states rise through zero and become particles:

$$\frac{dN_R}{dt}=\frac{qBS}{2\pi\hbar}\,\frac{qEL}{2\pi\hbar}=V\,\frac{e^2EB}{4\pi^2\hbar^2}.$$

On the left-handed line the energy falls as $P$ grows. Empty states sink below zero and become antiparticles, so $dN_L/dt=-dN_R/dt$. The total $N_R+N_L$, and with it the electric charge, is constant. The axial density $n_5=(N_R-N_L)/V$ is not:

$$\frac{dn_5}{dt}=2\times\frac{e^2EB}{4\pi^2\hbar^2}=\frac{e^2\,\mathbf E\cdot\mathbf B}{2\pi^2\hbar^2}.$$

With $\hbar=c=1$ this is $e^2\mathbf E\cdot\mathbf B/(2\pi^2)$. The speed $c$ has dropped out because it sets the slope of the lines, not the rate at which levels pass zero.

For $qB<0$ the $N=0$ state has spin down, and the right-handed line becomes $\mathcal E_R=-cP$. The rate then carries the factor $\mathrm{sgn}(qB)\,|qB|\,qE=q^2EB$. Reversing the charge therefore leaves the result unchanged, while reversing one field changes its sign.

## How can charge change when no occupation does?

On the $N=0$ lines every filled state has stayed filled. To see where the change comes from, the infinite sum over the sea must be given a meaning. In one orbital write

$$P=\frac{2\pi\hbar}{L}(m+a),\qquad \frac{da}{dt}=\frac{qEL}{2\pi\hbar},$$

with integer labels $m$. Let the right-handed states with $m<0$ be filled, $n_m=1$, and the rest empty. Count a filled state as $+\tfrac12$ and an empty one as $-\tfrac12$, so that a symmetric sea has charge zero, and suppress states of large energy:

$$Q_R(a)=\sum_m\left(n_m-\tfrac12\right)f\big(\varepsilon|m+a|\big).$$

Here $f$ is smooth and decreasing, with $f(0)=1$ and $f(\infty)=0$, and $\varepsilon\to0$ at the end. At $a=\tfrac12$ the levels lie symmetrically about zero and $Q_R=0$.

Now differentiate with respect to $a$. An empty state at $m+a>0$ contributes $-\tfrac12\varepsilon f'$. A filled state at $m+a<0$ also contributes $-\tfrac12\varepsilon f'$, because its $|m+a|$ decreases. The few filled states that have already crossed contribute terms of order $\varepsilon$, which vanish. As $\varepsilon\to0$ each of the two sums becomes an integral:

$$\frac{dQ_R}{da}=2\left(-\frac12\right)\int_0^\infty f'(u)\,du=f(0)=1 .$$

Thus $Q_R=a-\tfrac12$. The left-handed occupations are opposite, which gives $Q_L=\tfrac12-a$. The charge grows smoothly and agrees with the crossing count whenever the levels are again symmetric about zero.

The derivative comes from where $f$ varies, at energies near the cutoff. Half of it comes from deep in the sea, where filled states move up into the counted range, and half from high positive energy, where empty states, each counted as $-\tfrac12$, move out of it. At zero energy the same flow appears as particles. Without a bottom to the sea, there is no place where the loss would show.

A cutoff on the label, $f(\varepsilon|m|)$, would give no change at all. But $m$ has no physical meaning by itself: a gauge transformation can shift $m$ by one and $a$ by minus one. The kinetic momentum, and so $|m+a|$, is unaffected. Gauge invariance selects the cutoff that gives the changing axial charge.

A lattice shows what happens when the sea has a bottom. With $\hbar$ and the lattice spacing set to one, consider

$$H=\sin\pi_x\,\sigma_x+\sin\pi_y\,\sigma_y+(2-\cos\pi_x-\cos\pi_y-\cos k_z)\,\sigma_z .$$

Near $k_z=\pi/2$ and small transverse momentum this is a right-handed fermion, and near $k_z=-\pi/2$ a left-handed one. For three flux quanta on a $10\times10$ cross-section, diagonalization gives 103 negative levels at $k_z=0$ and 100 at $k_z=\pi$. Three levels thus rise through zero on the way past the right-handed node. Between the nodes, on the side containing $k_z=0$, they lie below zero and connect the two seas.

Moving all occupations by 4 steps on a ring of 24 values of $k_z$ changes $N_R$ by $+12$ and $N_L$ by $-12$. Here $N_R$ is counted at $k_z>0$ and $N_L$ at $k_z<0$. The axial change of 24 agrees with the formula. The agreement lasts up to 6 steps. After that the particles pass $k_z=\pi$ and the emptied states pass $k_z=0$, and a full turn of 24 steps restores the initial state. What one node gains, the other has lost.

## When the result needs more terms

A mass $M_0$ couples the two $N=0$ lines. In the basis of the R and L states the Hamiltonian is

$$\begin{pmatrix}cP&M_0c^2\\M_0c^2&-cP\end{pmatrix},\qquad \mathcal E=\pm\sqrt{c^2P^2+M_0^2c^4}.$$

The crossing is replaced by a gap. The momentum crosses the region $|P|\lesssim M_0c$ in a time of order $M_0c/|qE|$. When this is long compared with $\hbar/(M_0c^2)$, that is for $\hbar|qE|\ll M_0^2c^3$, the lower branch stays almost completely filled and very few particles appear. Handedness is then no longer conserved by the Hamiltonian itself, and the balance equation for $n_5$ has a further term from the mass. Scattering that changes handedness likewise adds a loss term. If the particles produced alter the fields, $E$ and $B$ must be taken at their changed values.

## A number

Take an idealised massless fermion of charge $e$ with $B=2$ T, $E=100$ V/m, $L=1$ µm and a cross-section holding 100 flux quanta. The electron does not qualify: at this field $\hbar eE/(m_e^2c^3)\approx8\times10^{-17}$, far inside the regime where its mass suppresses the production. In a Weyl semimetal the band velocity $v$ replaces $c$. The rate per pair of nodes is unchanged, the energies below shrink by $v/c$, and scattering between the nodes adds the loss term. The orbital density is

$$\frac{eB}{h}=483.6\ \text{µm}^{-2},\qquad S=\frac{100}{483.6}\ \text{µm}^2=0.2068\ \text{µm}^2,$$

so $V=0.2068$ µm³. Neighbouring levels on the $N=0$ line are $hc/L=1.24$ eV apart. The next Landau level begins at $c\sqrt{2\hbar eB}=15.4$ eV on either side of zero.

One level per orbital crosses every

$$\frac{h}{eEL}=41.36\ \text{ps}.$$

Start with the levels symmetric about zero and wait for ten crossings, 413.6 ps. Then $N_R$ has changed by $100\times10=1000$ and $N_L$ by $-1000$, an axial change of 2000. Per volume and time this is

$$\frac{2000}{0.2068\ \text{µm}^3\times413.6\ \text{ps}}=23.4\ \text{µm}^{-3}\,\text{ps}^{-1}.$$

The formula $e^2EB/(2\pi^2\hbar^2)$ gives the same value, $2.34\times10^{31}\ \text{m}^{-3}\,\text{s}^{-1}$. In natural units, $eB=118.3\ \text{eV}^2$ and $eE=1.973\times10^{-5}\ \text{eV}^2$, so the rate is

$$\frac{118.3\times1.973\times10^{-5}}{2\pi^2}\ \text{eV}^4=1.18\times10^{-4}\ \text{eV}^4 .$$

These numbers assume that $E$ is held at 100 V/m inside the box. That is a real demand here. After ten crossings the carriers form a current $2000\,ec/L=0.096$ A, and with a self-inductance of order $\mu_0L/2\pi$ its rise induces an opposing field of tens of V/m, which the source must make up.

The program also verifies the moving $N=0$ solution symbolically and the cutoff sums for two choices of $f$. On the lattice it finds that reversing the sign of $qB$ reverses the direction of the crossings: for $-2$ flux quanta the number of negative levels rises from 98 at $k_z=0$ to 100 at $k_z=\pi$. Its crossing counts for reversed charge and reversed electric field take the slopes of the $N=0$ lines from the derivation above.

## Computed results

```
Transverse (sigma.pi)^2 in units of hbar*qB, finite differences:
  spin up  : 0.000 2.000 3.999 5.999
  spin down: 2.000 4.000 5.999 7.999
Regularized charges (flux a; exponential R, L; gaussian R, L):
   0.500   0.000  -0.000   0.000   0.000
   0.750   0.250  -0.250   0.250  -0.250
   1.500   1.000  -1.000   1.000  -1.000
   2.250   1.749  -1.749   1.750  -1.750
Lattice 10 x 10: flux quanta, negative levels at k_z=0, at pi, drop:
   1 101 100 1
   2 102 100 2
   3 103 100 3
   -2 98 100 -2
Lattice pulse: flux quanta 3, k_z points 24, steps 4
  change of N_R: 12, change of N_L: -12
  axial change counted: 24
  axial change from formula: 24.000000
Example: B = 2.0 T, E = 100 V/m, L = 1.0 um
Orbitals per area eB/h: 483.60 per um^2
Flux quanta in box: 100
Cross-section: 0.20678 um^2
Volume: 0.20678 um^3
Level spacing hc/L: 1.2398 eV
First Landau level at p_z = 0: 15.383 eV
Time per crossing h/(eEL): 41.357 ps
Duration of 10 crossings: 413.57 ps
Change of N_R: 1000, change of N_L: -1000
Axial change counted: 2000
Axial change from formula: 2000.0000
Axial change, E reversed: -2000
Axial change, charge reversed: 2000
One-chirality rate: 11.6933 per um^3 per ps
Axial rate: 23.3867 per um^3 per ps
Axial rate in SI: 2.3387e+31 per m^3 per s
Natural units: eB = 1.1831e+02 eV^2, eE = 1.9733e-05 eV^2
Axial rate in natural units: 1.1828e-04 eV^4
```
